# How energy asymmetry reduces the static susceptibility of a two-state dipole

## Definitions and conventions

A dipole can occupy two states. Its moment along a fixed axis is \(+p\) in one and \(-p\) in the other, so a flip changes the moment by \(2p\). Without a field the energies are \(+A/2\) and \(-A/2\). Thus \(A\) is the full energy difference, positive if the state \(+p\) is the upper one.

A field \(E\) acts along the axis and adds \(-\mu E\) to the energy of a state with moment \(\mu\):

\[
\varepsilon_+=\frac A2-pE,\qquad \varepsilon_-=-\frac A2+pE .
\]

Here \(E\) is the field at the dipole, which in a dense medium differs from the average field. The dipole exchanges energy with a bath at temperature \(T\). The static susceptibility of one dipole is the isothermal linear response

\[
\chi=\left.\frac{d\langle\mu\rangle}{dE}\right|_{E=0}.
\]

Two abbreviations are used throughout:

\[
a=\frac{A}{2k_BT},\qquad x=\frac{pE}{k_BT}.
\]

The states are classical: there is no tunnelling between them, and different dipoles do not interact. Formulas are in SI form; numbers are in meV, nm and MV/cm.

## Stage 1: equal energies

For \(A=0\) the Boltzmann weights are \(e^{x}\) for \(+p\) and \(e^{-x}\) for \(-p\). Hence

\[
\langle\mu\rangle=p\,\frac{e^{x}-e^{-x}}{e^{x}+e^{-x}}=p\tanh x .
\]

For small \(x\), \(\tanh x\approx x\), so \(\langle\mu\rangle\approx p^2E/k_BT\) and

\[
\chi_0=\frac{p^2}{k_BT}.
\]

As a limit, take a very strong field. Then \(\tanh x\to1\) and the moment saturates at \(p\), as it must with two states.

## Stage 2: unequal energies

With asymmetry, \(-\varepsilon_\pm/k_BT=\pm(x-a)\). The sum has the same form as before, with \(x\) replaced by \(x-a\):

\[
\langle\mu\rangle=p\,\frac{e^{x-a}-e^{-(x-a)}}{e^{x-a}+e^{-(x-a)}}=p\tanh(x-a).
\]

Since \(d\tanh y/dy=\operatorname{sech}^2y\) and \(dx/dE=p/k_BT\),

\[
\frac{d\langle\mu\rangle}{dE}=\frac{p^2}{k_BT}\operatorname{sech}^2(x-a).
\]

At \(E=0\) the argument is \(-a\). The function is even, so the sign of \(A\) drops out:

\[
\boxed{\;\chi=\frac{p^2}{k_BT}\,\operatorname{sech}^2\!\left(\frac{A}{2k_BT}\right)\;}
\]

If a dipole is described instead by its change of moment \(\Delta\mu=2p\), the prefactor is \((\Delta\mu)^2/4k_BT\).

**What the factor means.** The zero-field populations are

\[
n_\pm=\frac{e^{\mp a}}{e^{a}+e^{-a}},\qquad
n_+n_-=\frac{1}{(e^{a}+e^{-a})^2}=\frac14\operatorname{sech}^2a .
\]

The variance of the moment is \(p^2-p^2(n_+-n_-)^2\). Because \(n_++n_-=1\), this equals \(4p^2n_+n_-\), and therefore

\[
\chi=\frac{4p^2n_+n_-}{k_BT}=\frac{\langle\mu^2\rangle-\langle\mu\rangle^2}{k_BT}.
\]

An asymmetry well above \(k_BT\) puts the dipole mostly in its lower state. It then has a large mean moment but small fluctuations, and the susceptibility measures the fluctuations.

**Limits.** For \(A=0\) the factor is 1, as in Stage 1. For \(|A|\gg k_BT\), \(\operatorname{sech}^2a\to4e^{-2|a|}\), so

\[
\chi\to\frac{4p^2}{k_BT}\,e^{-|A|/k_BT}.
\]

The response is then proportional to the small population of the upper state.

**Temperature at fixed \(A\).** Cooling raises \(1/k_BT\) but lowers the factor. For \(A>0\), \(1/k_BT=2a/A\), so \(\chi\propto a\operatorname{sech}^2a\). Setting the derivative to zero gives

\[
\operatorname{sech}^2a\,(1-2a\tanh a)=0
\quad\Rightarrow\quad 2a\tanh a=1,\qquad a=0.7717 .
\]

The left side of \(2a\tanh a=1\) grows steadily with \(a>0\), so there is one maximum. It lies at \(k_BT=A/(2\times0.7717)=0.648A\).

## Stage 3: a finite field

To see how small the field must be, expand \(\tanh(x-a)\) about \(x=0\). Write \(t=\tanh a\) and \(s=\operatorname{sech}^2a\). With \(f=\tanh y\), the derivatives are

\[
f'=1-f^2,\qquad f''=-2ff',\qquad f'''=-2f'^2+4f^2f' .
\]

At \(y=-a\) these are \(s\), \(2ts\) and \(s(4t^2-2s)\). Thus

\[
\frac{\langle\mu\rangle-\langle\mu\rangle_{E=0}}{\chi E}
=1+tx+\frac{2t^2-s}{3}x^2+\dots
\]

For \(A=0\) the linear correction vanishes and the next is \(-x^2/3\), which agrees with \(\tanh x=x-x^3/3+\dots\).

The term \(tx\) changes sign with \(E\): to first order in \(x\), a field that brings the two energies closer increases the response, and the opposite field decreases it. For small asymmetry, roughly \(|A|<2p|E|/3\), the quadratic term wins and both signs of the field lower the response. Reversing the sign of \(A\) has the same effect on this term. It therefore cancels in an ensemble that contains both signs of \(A\) equally.

## Stage 4: a field that varies in time

A static response requires flips. Let \(k_\uparrow\) be the rate from \(-p\) to \(+p\), and \(k_\downarrow\) the reverse rate:

\[
\dot n_+=k_\uparrow n_--k_\downarrow n_+ .
\]

Assume that the rates obey detailed balance at the instantaneous field:

\[
\frac{k_\uparrow}{k_\downarrow}=e^{-(\varepsilon_+-\varepsilon_-)/k_BT}=e^{-(A-2pE)/k_BT}.
\]

Let \(\delta\) be the small change of \(n_+\); then \(n_-\) changes by \(-\delta\). From here on, \(n_\pm\), \(k_\uparrow\) and \(k_\downarrow\) denote zero-field values. To first order,

\[
\dot\delta=-(k_\uparrow+k_\downarrow)\delta+n_-\,\delta k_\uparrow-n_+\,\delta k_\downarrow .
\]

Define \(1/\tau=k_\uparrow+k_\downarrow\). In equilibrium the two fluxes are equal, \(J=k_\uparrow n_-=k_\downarrow n_+\). This gives \(n_+=k_\uparrow\tau\), and so \(J=n_+n_-/\tau\). The last two terms become

\[
J(\delta\ln k_\uparrow-\delta\ln k_\downarrow)=\frac{n_+n_-}{\tau}\,\frac{2pE}{k_BT}.
\]

Only the ratio of the rates enters, so it does not matter how the field divides its effect between them. For \(E\propto e^{-i\omega t}\), \(\dot\delta=-i\omega\delta\), and the moment changes by \(2p\delta\). Hence

\[
\delta=\frac{n_+n_-}{1-i\omega\tau}\,\frac{2pE}{k_BT},\qquad
\chi(\omega)=\frac{2p\delta}{E}=\frac{\chi}{1-i\omega\tau}.
\]

For \(\omega\tau\ll1\) the boxed result returns. For \(\omega\tau\gg1\) the dipole has no time to flip, and this response vanishes. The imaginary part, \(\chi\,\omega\tau/(1+\omega^2\tau^2)\), is the loss; asymmetry reduces it by the same factor at a given \(\tau\).

The nonlinear rate equation was also integrated in time for \(A=1.9k_BT\) and a field amplitude of \(x=0.01\). The upward rate took a share of 0.3 or 0.8 of the energy difference, at two frequencies. Both parts of the response agreed with this formula to within 0.1% of its real part.

## Stage 5: many dipoles

If the axes are isotropic, an axis at angle \(\theta\) to the field feels \(E\cos\theta\), and its moment has the component \(\mu\cos\theta\) along the field. The mean of \(\cos^2\theta\) over directions is \(1/3\), so the mean susceptibility is \(\chi/3\).

In a disordered solid \(A\) varies from site to site. For a uniform spread over \([-W,W]\) the mean factor is

\[
\frac1{2W}\int_{-W}^{W}\operatorname{sech}^2\!\frac{A}{2k_BT}\,dA
=\frac{2k_BT}{W}\tanh\frac{W}{2k_BT}=\frac{\tanh w}{w},\qquad w=\frac{W}{2k_BT}.
\]

For \(W\to0\) it tends to 1. For \(W\gg k_BT\) it tends to \(2k_BT/W\), and the mean susceptibility along the axis becomes \(2p^2/W\), independent of temperature. The fraction of dipoles with \(|A|\lesssim k_BT\) then grows as \(T\), which offsets the \(1/T\) of each.

## Stage 6: wells with internal structure

A real dipole moves within each well. Let its moment \(\mu(\phi)\) depend on a classical coordinate \(\phi\) with potential \(U(\phi)\). From \(Z=\int e^{-(U-\mu E)/k_BT}d\phi\), one derivative gives \(\langle\mu\rangle=k_BT\,\partial\ln Z/\partial E\). A second gives \(\chi=(\langle\mu^2\rangle-\langle\mu\rangle^2)/k_BT\).

Divide the range of \(\phi\) into two wells with partition functions \(Z_\pm\), populations \(n_\pm=Z_\pm/Z\), mean moments \(m_\pm\) and variances \(v_\pm\). Then

\[
\langle\mu^2\rangle-\langle\mu\rangle^2=n_+(v_++m_+^2)+n_-(v_-+m_-^2)-(n_+m_++n_-m_-)^2 .
\]

Since \(n_\pm-n_\pm^2=n_+n_-\), the terms in \(m_\pm\) combine to \(n_+n_-(m_+-m_-)^2\). With \(\Delta F=-k_BT\ln(Z_+/Z_-)\), the populations have the earlier form with \(A\) replaced by \(\Delta F\), and

\[
\chi=\frac{(m_+-m_-)^2}{4k_BT}\operatorname{sech}^2\frac{\Delta F}{2k_BT}+\frac{n_+v_++n_-v_-}{k_BT}.
\]

For \(m_\pm=\pm p\), \(v_\pm=0\) and \(\Delta F=A\) this is the boxed formula. In general the asymmetry is a free-energy difference, and motion inside the wells adds a second term.

## Worked example: a two-well model of silanol groups in a low-k film

Residual Si–OH groups in a porous organosilicate film serve as the dipoles. We assume that the surroundings, for example hydrogen bonds, hold each hydrogen in one of two opposite orientations. An isolated silanol group does not behave this way: its torsion about the Si–O bond has three minima and only a low barrier. The example therefore illustrates the formula and does not predict the response of a given film. The parameters are rough and round: \(p=1\) D \(=0.02082\,e\,\)nm, \(A=50\) meV, \(T=300\) K, density \(N=0.5\) nm\(^{-3}\), and background permittivity \(k=2.7\).

With \(k_BT=25.85\) meV, \(a=50/(2\times25.85)=0.967\). The upper population is 0.126, and the factor is

\[
4\times0.1263\times0.8737=0.441 .
\]

A numerical field derivative of the Boltzmann mean also gives 0.441. Per dipole,

\[
\chi=\frac{(0.02082)^2}{0.02585}\times0.4414=0.0074\ e\,\mathrm{nm^2/V},
\]

or, as a polarizability volume, \(\chi/4\pi\varepsilon_0=0.0107\) nm\(^3\), against 0.0241 nm\(^3\) for \(A=0\).

At 300 K the factor falls from 0.80 at \(A=25\) meV to 0.080 at 100 meV and 0.0017 at 200 meV. At fixed \(A=50\) meV, the polarizability volume is 0.0087, 0.0107 and 0.0111 nm\(^3\) at 230, 300 and 400 K. This weak variation reflects the maximum at 376 K. At 100 K it is down to 0.0009 nm\(^3\).

If the acting field equals the average field, isotropic groups add

\[
\Delta k=\frac{N\chi}{3\varepsilon_0}=\frac{4\pi}{3}\times0.5\times0.01066=0.022,
\]

instead of 0.051 without asymmetry.

**Motion within the wells.** Treat the hydrogen as a rotor about the Si–O axis, at a distance of 0.09 nm, with

\[
U=V\sin^2\phi+\frac A2\cos\phi,\qquad \mu=p\cos\phi,\qquad V=200\ \text{meV}.
\]

Classically, half the jump of the moment is \(0.962p\), and \(\Delta F=48.1\) meV. The two are linked: \(\partial\Delta F/\partial A\) is half the difference of \(\langle\cos\phi\rangle\) between the wells, so \(\Delta F\approx0.962A\). The smaller moment lowers \(\chi\), while the smaller \(\Delta F\) raises it. The total is 0.984 of the two-state value, with 0.7% of it from within the wells.

Quantum diagonalization of the rotor gives 0.978 of the two-state value. Its own ratio \(\chi(A)/\chi(0)\) is 0.473, about 7% above 0.441. The total agrees more closely than the factor because the changes partly cancel. The tunnelling splitting of the lowest pair of levels at \(A=0\) is \(1.2\times10^{-5}\) meV, far below both \(A\) and \(k_BT\); pairs nearer the barrier top split much more.

The rotor also has a moment \(p\sin\phi\) perpendicular to the flip axis. Near a minimum \(U\) rises roughly as \(V\phi^2\), so \(\langle\phi^2\rangle\approx k_BT/2V=0.065\). This adds about \(0.065/0.441\approx15\%\) to the isotropic response. It belongs to fast libration, not to flips, and is not included in \(\Delta k\).

**Speed.** In classical transition-state theory, the flip rate is the probability density at the barrier top, normalized within the starting well, times \(\sqrt{k_BT/2\pi I}\), summed over two paths. Here \(I\) is the moment of inertia, and the square root is the thermal mean of the angular velocity with inward motion counted as zero. This gives \(2.3\times10^{10}\) s\(^{-1}\) downwards and \(3.5\times10^{9}\) s\(^{-1}\) upwards, hence \(\tau\approx38\) ps. Classically this is a lower bound, because trajectories recross the barrier. With a friction rate \(\gamma\) and barrier frequency \(\omega_b\), Kramers' factor \(\sqrt{1+\gamma^2/4\omega_b^2}-\gamma/2\omega_b\) is 0.62 for \(\gamma=\omega_b\) and 0.19 for \(\gamma=5\omega_b\), that is \(\tau\approx60\) and 200 ps; very weak friction also slows the flips. Tunnelling and zero-point motion of the hydrogen would shorten \(\tau\), by a factor of about 1.3 in a harmonic-well, parabolic-barrier estimate, and a different barrier would change it exponentially. For this estimate, 1 MHz is static (\(\omega\tau=2.4\times10^{-4}\)). At 1 GHz, \(\omega\tau=0.24\): the real part is 5% below its static value, and the imaginary part of \(k\) is about 0.005 without a local-field correction. A longer \(\tau\) raises this loss towards its maximum of \(\Delta k/2=0.011\), reached at \(\omega\tau=1\).

**Field.** For an axis along the field, 1 MV/cm gives \(x=0.0805\), and the secant response changes by \(+6.2\%\) or \(-5.9\%\) according to the sign of \(E\); the estimate \(tx\) is \(0.747\times0.0805=6.0\%\). The mean over both signs changes by 0.15%. At 5 MV/cm, which may be close to breakdown in a porous film, the changes are \(+33\%\) and \(-26\%\), with a mean of \(+3.4\%\). In an isotropic film both directions of each axis are equally common, so the change does not depend on the sign of \(E\). It is also smaller than these means, because most axes feel only part of the field.

**Beside a real film.** A permittivity near 2.7 is ordinary for this class of material, and 1 MV/cm corresponds to 1 V across 10 nm. The silanol density depends strongly on processing; the two wells and the values of \(A\), \(V\) and \(p\) are assumptions, not measured properties of a given film. Since \(\Delta k\propto p^2\), a moment of 1.4 D instead of 1 D would double it. A single value of \(A\) is unlikely in a disordered network: a uniform spread with \(W=100\) meV, which has the same mean \(|A|\), gives a factor of 0.496, 12% higher. The unscreened dipole coupling at the mean spacing is 0.31 meV, about 1% of \(k_BT\). All neighbours together shift \(A\) by more, typically 2 to 3 meV without screening and about 1 meV with the coupling divided by \(k\), if the groups are placed at random, and clustered groups would couple more strongly still. The largest correction sized here is the local field. A Lorentz field, \((k+2)/3=1.57\) times the average field, raises \(\Delta k\) from 0.022 to 0.055. The ratio enters twice, \(1.57^2\approx2.5\): the dipoles feel a larger field, and their added polarization in turn raises the field that polarizes the background. Onsager's equation, with the background permittivity in place of \(n^2\), gives nearly the same value at this dilution, whereas a rigid dipole in an empty spherical cavity gives the ratio \([3k/(2k+1)]^2=1.6\) and \(\Delta k=0.036\). None of these describes a group on a pore wall, so the range shows the size of the uncertainty and is not a better prediction. Adsorbed water, which silanol groups can attract, is left out.

The full set of values is in the numerical output below.

## Computed results

```
Temperature 300 K, kB*T = 25.852 meV
Asymmetry A = 50.0 meV, A/(2 kB T) = 0.9670
Dipole p = 1.00 D = 0.02082 e nm
Density = 0.50 per nm^3, background k = 2.70
Population of upper state = 0.1263
Mean moment at zero field = -0.7474 p
Reduction factor sech^2 = 0.4414
Factor from field derivative = 0.4414
chi/(4 pi eps0), A = 0: 0.02414 nm^3
chi/(4 pi eps0), A = 50 meV: 0.01066 nm^3
Same chi = 0.00740 e nm^2/V
Factor at 300 K, A = 0 meV: 1.00000
Factor at 300 K, A = 25 meV: 0.79835
Factor at 300 K, A = 50 meV: 0.44139
Factor at 300 K, A = 100 meV: 0.08020
Factor at 300 K, A = 200 meV: 0.00175
chi/(4 pi eps0) at 100 K, A = 50 meV: 0.00087 nm^3
chi/(4 pi eps0) at 230 K, A = 50 meV: 0.00866 nm^3
chi/(4 pi eps0) at 300 K, A = 50 meV: 0.01066 nm^3
chi/(4 pi eps0) at 400 K, A = 50 meV: 0.01114 nm^3
Maximum of chi(T): u = 0.7717, T = 375.9 K
Contribution to k, isotropic, A = 0: 0.0506
Contribution to k, isotropic, A = 50 meV: 0.0223
Same with Lorentz local field: 0.0554
Lorentz field / applied field = 1.567
Uniform spread W = 100 meV: factor = 0.4959
Dipole coupling at mean spacing = 0.312 meV
1 MV/cm: pE = 2.082 meV, pE/(kB T) = 0.0805
  change of chi for +E, -E, mean: 6.16, -5.87, 0.15 %
5 MV/cm: pE = 10.410 meV, pE/(kB T) = 0.4027
  change of chi for +E, -E, mean: 32.89, -26.17, 3.36 %
Rotor: barrier V = 200 meV, radius = 0.090 nm
Rotational constant = 2.5617 meV
Tunnelling splitting at A = 0: 1.219e-05 meV
Classical rotor: free-energy difference = 48.094 meV
Classical rotor: half jump of moment = 0.9616 p
Classical rotor: share within wells = 0.73 %
Classical rotor chi / two-state chi = 0.9836
Quantum rotor chi / two-state chi = 0.9781
Quantum rotor reduction factor = 0.4734
Flip rates down, up = 2.258e+10, 3.514e+09 1/s
Relaxation time tau = 38.32 ps
1 MHz: omega*tau = 2.408e-04, real part / static = 1.00000
  imaginary part of k (no local field) = 5.374e-06
1 GHz: omega*tau = 2.408e-01, real part / static = 0.94521
  imaginary part of k (no local field) = 5.079e-03
```
